Why smooth electrostatic disorder broadens band edges but barely broadens vertical absorption

**The result**

Let a smooth electrostatic energy U(r), with rms value σ and correlation length L, act on a semiconductor film. Each band-edge density of states acquires a tail of width set by σ. Local vertical absorption does not, because U moves both edges by the same amount and drops out of their difference. What survives is the effect of the gradient of U. For parabolic bands, Gaussian disorder and no electron–hole attraction it gives, at a depth Δ well below the gap,

α(E_g − Δ) ≈ √(Δ/27) exp(−Δ/E_U), E_U = (ħ²σ²/12μL²)^(1/3),

where μ is the reduced electron–hole mass and α is scaled so that the clean edge is √(E − E_g). In the example below σ is 40 meV and E_U is 4.4 meV.

Perfect correlation alone does not make the two edge shifts cancel: they must also be equal in size. A scalar potential ensures both.

**Contribution 1: the variance of the local gap**

All energies are electron energies, so U = −eφ for an electrostatic potential φ. Let the edges shift by δ_c and δ_v, with zero means, rms values σ_c and σ_v, and correlation coefficient ρ. The local gap is G = E_g + δ_c − δ_v. Squaring its deviation and averaging,

Var G = ⟨δ_c²⟩ + ⟨δ_v²⟩ − 2⟨δ_cδ_v⟩ = σ_c² + σ_v² − 2ρσ_cσ_v.

Four cases show what matters:

- Independent edges, ρ = 0, σ_c = σ_v = σ: the gap rms is √2 σ, or 56.6 meV for σ = 40 meV.
- Opposite shifts, ρ = −1, equal sizes: the gap rms is 2σ, or 80 meV.
- Perfect correlation with unequal sizes, ρ = 1: Var G = (σ_c − σ_v)², which is not zero.
- Electrostatic shifts, δ_c = δ_v = U: G = E_g at every point, so Var G = 0.

The last case is stronger than a statistical statement, since U cancels point by point. If bonding or strain adds shifts w_c and w_v, then G = E_g + w_c − w_v. The potential is still absent, even if it is correlated with w_c or w_v.

**Contribution 2: the densities of states**

When U varies slowly, each region has the clean density of states, displaced by the local U. With ε the energy measured from the clean conduction edge,

N_c(ε) ∝ ⟨√(ε − U)⟩, averaged over places where U < ε.

To read off the broadening, take the Laplace transform. Substituting ε = U + x,

∫ √(ε − U) e^(−βε) dε = e^(−βU) ∫₀^∞ √x e^(−βx) dx = e^(−βU) (√π/2) β^(−3/2).

For Gaussian U, completing the square gives ⟨e^(−βU)⟩ = e^(β²σ²/2). A spread of edge positions therefore appears as a β² term in the logarithm of the transform, with coefficient half the variance. For the valence band, energy is measured downward from the edge, U becomes −U, and the same factor appears. Both edges are broadened equally.

This picture neglects confinement. With a curvature of σ/L² in each direction, an electron in the example would have a zero-point energy of about 7 meV, the value printed in the output. Actual minima of the random potential are more sharply curved, and there the harmonic estimate averages about 12 meV. This is smaller than σ but not negligible for the lowest states.

**Contribution 3: absorption in a constant potential**

Take a constant optical matrix element, negligible photon momentum, an empty conduction band and no electron–hole attraction. The strength of a transition is then the squared overlap of the envelope functions:

α(E) ∝ Σ_ij |⟨c_i|v_j⟩|² δ(E − E_ci + E_vj).

Multiplying by e^(−βE) and integrating gives

Σ_ij e^(−βE_ci) ⟨c_i|v_j⟩ e^(βE_vj) ⟨v_j|c_i⟩ = Tr[e^(−βH_c) e^(βH_v)],

H_c = E_c0 + p²/2m_c + U, H_v = E_v0 − p²/2m_v + U.

If U is constant, the factors e^(−βU) and e^(βU) multiply to one. The two Hamiltonians enter with opposite signs, and this is how the cancellation appears in the spectrum itself.

Transitions from a distant hill of U to a well would have much less energy, but their overlap is small. Displaced wells and hills thus broaden the two densities of states without supplying comparable vertical absorption.

**Contribution 4: the gradient**

In the position basis the trace is

∫∫ dX dY ⟨X|e^(−βH_c)|Y⟩ ⟨Y|e^(βH_v)|X⟩.

Both kernels are real and symmetric. The product therefore describes an electron and a hole that start together at Y and end together at X, with the pair Hamiltonian

E_g + p_e²/2m_c + p_h²/2m_v + U(r_e) − U(r_h).

Let M = m_c + m_v, let R be the centre of mass, and let r = r_e − r_h. Then r_e = R + (m_v/M)r and r_h = R − (m_c/M)r, so to first order

U(r_e) − U(r_h) ≈ [(m_v + m_c)/M] r·∇U(R) = r·f, f = ∇U.

The neglected terms contain second derivatives of U and are small when L is long. If f is also nearly constant over the distance that R moves, the free centre-of-mass kernel integrates to one over Y. What remains is the amplitude for the relative motion to return to r = 0.

Let x be the coordinate along f. The kernel Q(x,β) that starts at x = 0 obeys

∂Q/∂β = (ħ²/2μ) ∂²Q/∂x² − fxQ.

Try ln Q = constant − ½ ln β − μx²/(2ħ²β) − βfx/2 + cβ³. The left side, divided by Q, is

−1/(2β) + μx²/(2ħ²β²) − fx/2 + 3cβ².

On the right, (ln Q)″ = −μ/(ħ²β) and (ln Q)′ = −μx/(ħ²β) − βf/2. Using Q″/Q = (ln Q)″ + [(ln Q)′]², the right side is

−1/(2β) + μx²/(2ħ²β²) + fx/2 + ħ²β²f²/(8μ) − fx.

The two agree if 3c = ħ²f²/8μ, so c = ħ²f²/24μ. At x = 0 the field multiplies the return amplitude by exp(β³ħ²f²/24μ). Motion across the field is unchanged.

The exponent has no β² term, which is where a gap variance would appear. The field does broaden the edge, but not as a spread of local gaps would.

For a correlation function σ² exp(−r²/2L²), minus its second derivative at r = 0 gives the variance of one gradient component, s² = σ²/L². For one Gaussian component ⟨exp(af²)⟩ = (1 − 2as²)^(−1/2). With a = β³ħ²/24μ, 2as² = β³ħ²σ²/(12μL²) = (βE_U)³. Three components give

A(β) = (√π/2) β^(−3/2) [1 − (βE_U)³]^(−3/2),

with energy measured from the gap.

**From the gradient to an exponential edge**

A(β) diverges as β approaches 1/E_U, which signals a tail falling as exp(−Δ/E_U). Put βE_U = 1 − η with η small. Then

1 − (1 − η)³ = 3η − 3η² + η³ ≈ 3η(1 − η).

Since β^(−3/2) = E_U^(3/2)(1 − η)^(−3/2),

A ≈ (√π/2) E_U^(3/2) (3η)^(−3/2) (1 + 3η).

Now try α = B√Δ e^(−Δ/E_U)(1 + bE_U/Δ). Below the gap E = −Δ, so the transform carries e^(βΔ), and the combined decay rate is 1/E_U − β = η/E_U. The two terms give

B(√π/2)(η/E_U)^(−3/2) + BbE_U √π (η/E_U)^(−1/2).

Matching the η^(−3/2) terms gives B = 3^(−3/2) = 1/√27. Matching the η^(−1/2) terms gives b = 3/2. Hence

α(E_g − Δ) ≈ √(Δ/27) e^(−Δ/E_U) [1 + 3E_U/(2Δ)].

The mechanism is clearer at fixed field. The relative eigenfunctions along f are Airy functions, Ai((x − ε/f)/ℓ), with ℓ = θ/f and θ³ = ħ²f²/2μ. Normalized in energy, their squared value at x = 0 is Ai²(−ε/θ)/(ℓθ). Motion across the field adds a constant two-dimensional density of states, μ/2πħ². Summing over its energy requires

∫_z^∞ Ai²(u) du = Ai′(z)² − z Ai(z)², z = Δ/θ,

which follows because Ai″ = zAi makes the derivative of the right side −Ai². The clean density is (1/4π²)(2μ/ħ²)^(3/2)√E. Rescaling it to √E, and using ħ²/2μ = ℓ²θ, gives

α_f = π√θ [Ai′(z)² − z Ai(z)²].

Its tail falls as exp[−(4/3)(Δ/θ)^(3/2)], faster than an exponential. The exponent is (4/3)√(2μ)Δ^(3/2)/(ħf), so strong fields help, but they are rare, with weight exp(−f²/2s²). Write the total cost as k/f + f²/2s². It is least at f³ = ks², where it equals 3f²/2s². Since k ∝ Δ^(3/2), f² ∝ Δ and the cost is linear in Δ. With θ_s the value of θ at f = s,

(3/2)(4/3)^(2/3) Δ/θ_s = 6^(1/3) Δ/θ_s = Δ/E_U.

The straight exponential comes from balancing tunnelling against the rarity of strong fields.

**Weighing the contributions in an example**

Take E_g = 3.1 eV, m_c = 0.34 and m_v = 3.0 free-electron masses, σ = 40 meV and L = 20 nm. The reduced mass is 0.34 × 3.0/3.34 = 0.305. The rms gradient per component is 40/20 = 2 meV/nm, a field of 0.02 MV/cm. This gives θ_s = 7.93 meV and

E_U = 7.93 meV/6^(1/3) ≈ 4.4 meV, about 0.11σ.

The three-dimensional curves, each divided by the clean edge value at +40 meV, are:

- Depth 10 meV: density of states 0.31; absorption 0.015; absorption if the edges were independent 0.40.
- Depth 20 meV: 0.23; 0.0018; 0.33.
- Depth 40 meV: 0.10; 2.3 × 10⁻⁵; 0.20.

At 40 meV the relative density of states exceeds the relative absorption by a factor of about 4500. Treating the edges as independent overestimates the absorption by a still larger factor. The asymptotic formula can be checked by hand at this depth: Δ/E_U = 9.16, and e^(−9.16) × 0.192 × 1.16 ≈ 2.3 × 10⁻⁵.

The local slope energy, the inverse of −d ln α/dΔ, is 4.6 meV for absorption and 23 meV for the density of states at that depth. The first lies slightly above E_U because of the factor √Δ.

At fixed σ, E_U varies as L^(−2/3): 6.9 meV at 10 nm, 4.4 meV at 20 nm and 2.7 meV at 40 nm. The cube root makes the approach to full cancellation slow. The ratio E_U/σ = (ħ²/12μL²σ)^(1/3) shows what "smooth" must mean: L² much larger than ħ²/12μσ.

The local-field picture also needs the tunnelling distance Δ/f at the most favourable field to be shorter than L. It is 5.7 nm at 20 meV and 8.1 nm at 40 meV. It grows as √Δ, so the exponential cannot be continued to arbitrary depth. The error is already visible here: in one-dimensional diagonalizations with these parameters, the total strength lies about 5% below the local-field value beyond 20 meV and about 13% below it beyond 40 meV. In three dimensions, averaging the electron and hole paths exactly over the Gaussian disorder lowers A(β) below the local-field form by about 8% where its weight is centred near a depth of 20 meV, and by about 20% where it is centred near 40 meV. The deep absorption values above are therefore overestimates by roughly 10 to 20%, and the error grows with depth.

**Test by diagonalization**

The cancellation was tested without assuming a local gap. One-dimensional conduction and valence Hamiltonians were diagonalized in four random potentials, each in a box of 400 nm. Spectra were weighted by exp(−E/40 meV) and divided by the clean result:

- Conduction and valence densities of states: 1.44 and 1.88. They differ because these few boxes do not sample wells and hills equally; the local formula, evaluated in the same potentials, gives the same values.
- Absorption with the same U in both bands: 1.0009.
- Absorption with 0.6U in the valence band: 1.039. This is perfect correlation with incomplete cancellation.
- Absorption with independent potentials: 3.11.

A weight exp(−E/12 meV) brings out the gradient term. The excess over the clean absorption is 0.0328, against 0.0331 from the local gradients. In other potentials with L = 14 nm it is 0.0566, against 0.0578.

The spectrum itself agrees. There are 57 conduction levels more than 20 meV below the clean edge. Each carries a total strength of one, summed over all its transitions. Yet all transitions more than 20 meV below the gap have a combined strength of 0.18.

**Beside a real film**

The gap, masses and permittivity (13) are rough values in the regime of amorphous In-Ga-Zn oxide; σ and L are chosen. The hole mass is a crude stand-in, since holes near the valence edge of such oxides are poorly described by a parabolic band. This matters little for E_U: an immobile hole changes it from 4.4 to 4.2 meV. Measured Urbach energies in such films are, very roughly, tens of meV or more. In this model smooth electrostatic disorder of the chosen strength does not supply that width.

Equal edge shifts are an assumption. If the valence shift were 10% smaller, the gap would acquire an rms spread g of 4 meV, comparable with E_U. The transform would gain a factor e^(β²g²/2), which is about 1.5 at β = 1/E_U, but the relative force on the pair would also be slightly weaker. Together these raise the tail by roughly 40% at depths of 20 to 60 meV, with almost the same slope. Bonding disorder, which can shift the edges unequally, would matter much more if it spread the gap by well over E_U.

Electron–hole attraction is a larger omission. A simple hydrogenic estimate gives a binding energy of 25 meV, so the exciton line itself falls among the depths listed above. Near the line, absorption could exceed the disorder-only values by orders of magnitude, and the deeper tail may change as well. The values listed above isolate the disorder effect rather than predict a measured spectrum. In second-order perturbation theory the exciton's Stark shift at the rms total field is 2.8 meV. The same field can also pull the pair apart, which gives the line a width of about 3 meV. Both are far below σ. The thermal energy at 300 K is 26 meV, and broadening by lattice vibrations is also left out.

Charges inside the film break the smoothness assumption. One charge produces more than the rms component field within 7.4 nm. Spheres of that radius would fill the film at about 6 × 10¹⁷ charges/cm³. Nor can the density simply be lowered: by Poisson's equation, the assumed potential itself needs a net charge inside the film with an rms density of about 3 × 10¹⁷ elementary charges/cm³, only about two per volume L³. The smooth isotropic potential is therefore an idealization. Charges outside the film would give a smooth potential inside it, but with a stronger field component normal to the film. For the same σ and L in the plane, E_U would then be about 5.5 meV, provided the film is much thicker than the tunnelling distance. Confinement suppresses the effect of the normal field: at β = 1/(6 meV) it multiplies the transform by 2.1 without walls, 1.8 in a 20 nm film, 1.3 in a 10 nm film and only 1.05 in a 5 nm film, where the in-plane components set the edge. Finally, electrons can fill the wells. At low density the factor e^(−U/k_BT) centres the occupied regions on U = −σ²/k_BT. They begin to fill when the Fermi level reaches the local edge there, at a density N_eff exp[−σ²/2(k_BT)²], where N_eff is the effective density of states of the clean conduction band. At 300 K this is about 1.5 × 10¹⁸ electrons/cm³, or about 1.1 × 10¹⁸ when Fermi statistics are used. A gate-induced sheet of 10¹² electrons/cm² spread over 5 nm has 2 × 10¹⁸ electrons/cm³, so for such a channel both screening and occupied final states would have to be added.

The full numerical output follows.

Calculated quantities

```
Gap 3.1 eV; masses: electron 0.34, hole 3.0, reduced 0.3054 m0
Potential rms 40 meV; correlation length 20 nm; permittivity 13
Rms field, one component: 0.0200 MV/cm = 2.00 mV/nm
Field energy theta at that field: 7.93 meV
Residual absorption edge E_U: 4.37 meV; E_U/sigma = 0.109
E_U for correlation length 10 nm: 6.93 meV
E_U for correlation length 40 nm: 2.75 meV
False gap rms for independent edges: 56.6 meV
3D values relative to the clean edge at +40 meV (dimensionless):
 depth 10 meV: DOS 3.105e-01, absorption 1.467e-02, if independent 4.025e-01
 depth 20 meV: DOS 2.253e-01, absorption 1.785e-03, if independent 3.250e-01
 depth 40 meV: DOS 1.042e-01, absorption 2.320e-05, if independent 1.989e-01
Local slope energy at 40 meV depth: DOS 23.17 meV, absorption 4.55 meV
Tail / leading exponential form at depth 20 E_U: 1.0719
Tail / leading exponential form at depth 30 E_U: 1.0486
Sampled gap variance, rho 0.8, scale 0.6: 0.3987 sigma^2
1D test: 4 boxes of 400 nm, 512 points each
Ratio to clean, weight exp(-E/40 meV): diagonalized | local formula
 conduction DOS: 1.4384 | 1.4396
 valence DOS: 1.8844 | 1.8846
 absorption, same U: 1.0009 | 1.0000
 absorption, 0.6 U in valence: 1.0393 | 1.0391
 absorption, independent U: 3.1079 | 3.1124
Absorption excess, weight exp(-E/12 meV), L 20 nm: 0.03278 | 0.03312
Same excess, L 14 nm: 0.05655 | 0.05781
Conduction levels over 20 meV below edge: 57 | 55.7
Valence levels over 20 meV above edge: 214 | 214.1
Pair strength over 20 meV below gap: 0.1768 (dimensionless)
Pair strength over 5 meV below gap: 6.124 | 6.094
Sizes of neglected effects:
 exciton binding 24.6 meV, radius 2.25 nm
 exciton Stark shift at rms total field 2.79 meV
 thermal energy at 300 K: 25.9 meV
 electron zero-point energy in a typical well 7.1 meV
 tunnelling length at 20 and 40 meV depth: 5.7, 8.1 nm
 one charge exceeds the component rms field within 7.4 nm
 wells begin to fill near 1.5e+18 electrons/cm3
 E_U with an immobile hole 4.21 meV
 gap rms if valence shift is 10% smaller: 4.0 meV
```
